# Kink-length fluctuations of a step with a corner energy: a numerical check

```python
# Result under test: for a step whose jumps n (integers) are independent and
# cost E(0)=0, E(n)=e|n|+C for n != 0, the mean-square jump is
#   <n^2> = 2cz(1+z)/[(1-z)^2 (1-z+2cz)],  z=exp(-e/kT), c=exp(-C/kT).
# e: energy per unit kink length; C: fixed energy per kink (both corners);
# a: column spacing along the step; b: unit of kink length; kT: thermal energy.
# Energies are in eV and lengths in nm.
import numpy as np
from scipy.constants import k as k_B, e as q_e


def msq_formula(e, C, kT):
    z, c = np.exp(-e / kT), np.exp(-C / kT)
    return 2*c*z*(1 + z) / ((1 - z)**2 * (1 - z + 2*c*z))


def weight(n, e, C, kT):
    return np.exp(-(e*np.abs(n) + C*(n != 0)) / kT)


def msq_sum(e, C, kT, nmax=600):
    n = np.arange(-nmax, nmax + 1)
    w = weight(n, e, C, kT)
    return np.sum(n**2 * w) / np.sum(w)


# Definition against formula, including negative C and both limits
worst = 0.0
for e_red in (0.2, 0.7, 2.0, 5.0):
    for C_red in (-3.0, 0.0, 1.0, 4.0):
        direct = msq_sum(e_red, C_red, 1.0)
        worst = max(worst, abs(msq_formula(e_red, C_red, 1.0)/direct - 1))
    zr = np.exp(-e_red)
    rare = 2*np.exp(-30.0)*zr*(1 + zr)/(1 - zr)**3
    assert abs(msq_sum(e_red, 30.0, 1.0)/rare - 1) < 1e-8
    assert abs(msq_sum(e_red, -30.0, 1.0)*(1 - zr)**2/(1 + zr) - 1) < 1e-8
    assert abs(msq_sum(e_red, 0.0, 1.0)*2*np.sinh(e_red/2)**2 - 1) < 1e-10
assert worst < 1e-10

# Example: rough values typical of the rougher single-layer step on Si(001)
T, e, C, a, b = 850.0, 0.05, 0.08, 0.77, 0.77
kT = k_B*T/q_e
z, c = np.exp(-e/kT), np.exp(-C/kT)
Z = (1 - z + 2*c*z)/(1 - z)
p = 2*c*z/(1 - z + 2*c*z)
msq = msq_formula(e, C, kT)
n = np.arange(-100, 101)
w = weight(n, e, C, kT)
prob = w/w.sum()
present = prob[n != 0]/prob[n != 0].sum()
mean_len = np.sum(present*np.abs(n[n != 0]))
msq_present = np.sum(present*n[n != 0]**2)
assert abs(w.sum()/Z - 1) < 1e-12
assert abs((1 - prob[n == 0][0])/p - 1) < 1e-12
assert abs(mean_len*(1 - z) - 1) < 1e-12
assert abs(msq_present*(1 - z)**2/(1 + z) - 1) < 1e-12

# Sensitivity to C from finite differences of the direct sum
dC = 1e-5
slope = (msq_sum(e, C + dC, kT) - msq_sum(e, C - dC, kT))/(2*dC)
slope_formula = -(1 - p)*msq/kT
assert abs(slope/slope_formula - 1) < 1e-6

# Full enumeration of the heights of a three-column step
h = np.arange(-45, 46)
h1, h2, h3 = h[:, None, None], h[None, :, None], h[None, None, :]
w_step = (weight(h1, e, C, kT)*weight(h2 - h1, e, C, kT)
          * weight(h3 - h2, e, C, kT))
msq_three = np.sum(w_step*h3**2)/np.sum(w_step)
assert abs(msq_three/(3*msq) - 1) < 1e-7


# Stiffness from the free energy of long steps with a given end displacement
def end_curvature(columns, ring=4096):
    p_ring = np.zeros(ring)
    np.add.at(p_ring, n % ring, prob)
    P = np.fft.ifft(np.fft.fft(p_ring)**columns).real
    return columns*(2*np.log(P[0]) - np.log(P[1]) - np.log(P[-1]))


# the finite-length error falls as 1/columns and is removed by extrapolation
curvature = 2*end_curvature(800) - end_curvature(400)
stiff = kT*a/(b**2*msq)
stiff_num = kT*a/b**2*curvature
assert abs(stiff_num/stiff - 1) < 1e-3

# Apparent kink energy if C is ignored
e_app = 2*kT*np.arcsinh(1/np.sqrt(2*msq))
assert abs(msq_sum(e_app, 0.0, kT)/msq - 1) < 1e-10


# Neighbour steps: straight walls at +-width, optional elastic repulsion
def confined(width, strength):
    x = np.arange(-width + 1, width)
    V = -strength*a*np.log(np.cos(np.pi*x/(2*width)))
    d = x[:, None] - x[None, :]
    M = weight(d, e, C, kT)*np.exp(-(V[:, None] + V[None, :])/(2*kT))
    val, vec = np.linalg.eigh(M)
    psi = vec[:, -1]
    jump2 = psi @ (M*d**2) @ psi/val[-1]
    return jump2, b*np.sqrt(np.sum(psi**2*x**2))


far_100, far_400 = confined(100, 0.0)[0], confined(400, 0.0)[0]
assert abs(far_400/msq - 1) < 1e-3
assert abs(far_400 - msq) < 0.2*abs(far_100 - msq)
# the log-cosine form equals the sum over a regular array of neighbours
odd = 2*np.arange(200000) + 1
for frac in (0.2, 0.5, 0.8):
    array_sum = np.sum(np.log1p(-(frac/odd)**2))
    assert abs(array_sum - np.log(np.cos(np.pi*frac/2))) < 1e-5
width, strength = 20, 0.05
wall, wall_rms = confined(width, 0.0)
elast, elast_rms = confined(width, strength)
collision = (width*b)**2*a/(b**2*msq)


# Opposite kinks in adjacent columns interact with energy J
def interacting(J):
    s = np.arange(-60, 61)
    ws = weight(s, e, C, kT)
    pair = np.where(s[:, None]*s[None, :] < 0, np.exp(-J/kT), 1.0)
    base = np.sqrt(ws[:, None]*ws[None, :])*pair
    val, vec = np.linalg.eigh(base)
    psi = vec[:, -1]
    v = s*psi
    single = v @ v
    total, u = single, v.copy()
    for _ in range(200):
        u = base @ u/val[-1]
        total += 2*(v @ u)
    t = 1e-3
    tilt = np.exp(t*(s[:, None] + s[None, :])/2)
    up = np.linalg.eigvalsh(base*tilt)[-1]
    down = np.linalg.eigvalsh(base/tilt)[-1]
    second = (np.log(up) + np.log(down) - 2*np.log(val[-1]))/t**2
    assert abs(second/total - 1) < 1e-4
    return single, total


assert np.allclose(interacting(0.0), msq, rtol=1e-9)
J = 0.02
rep_single, rep_total = interacting(J)
att_single, att_total = interacting(-J)

# First-order size of the lowest overhangs (three crossings of one column)
e_p = 0.20
g = np.exp(-2*e_p/kT)
m = np.arange(1, 300)
seg = c*z**m
both = seg[:, None]*seg[None, :]
over = 2*g*np.sum(both*(m[:, None] + m[None, :])**2)
N = np.arange(2, 600)
assert abs(over/(2*g*c**2*np.sum((N - 1.0)*N**2*z**N)) - 1) < 1e-10


def pct(value):
    return 100*(value/msq - 1)


print(f"largest relative error, formula vs sum: {worst:.1e}")
print(f"T = {T:.0f} K, kT = {kT:.5f} eV")
print(f"e = {e:.3f} eV per unit, C = {C:.3f} eV per kink")
print(f"column spacing a = {a:.2f} nm, kink unit b = {b:.2f} nm")
print(f"z = {z:.4f}, c = {c:.4f} (no unit)")
print(f"partition sum per column Z = {Z:.4f}")
print(f"fraction of columns with a kink p = {p:.4f}")
print(f"mean length of kinks present = {mean_len:.4f} units")
print(f"mean-square length of kinks present = {msq_present:.4f} units^2")
print(f"mean-square kink length <n^2> = {msq:.4f} units^2")
print(f"the same in length squared = {b**2*msq:.4f} nm^2")
print(f"rms jump per column = {b*np.sqrt(msq):.4f} nm")
print(f"three-column enumeration / 3 = {msq_three/3:.4f} units^2")
print(f"stiffness, formula = {stiff:.5f} eV/nm")
print(f"stiffness, long-step free energy = {stiff_num:.5f} eV/nm")
print(f"rms wandering over 100 nm = {np.sqrt(b**2*msq*100/a):.2f} nm")
print(f"<n^2> with C = 0: {msq_formula(e, 0, kT):.4f} units^2")
print(f"apparent e if C is ignored = {e_app:.4f} eV per unit")
print(f"d<n^2>/dC = {slope_formula:.2f} units^2/eV")
for temp in (750.0, 850.0, 950.0):
    value = msq_formula(e, C, k_B*temp/q_e)
    print(f"<n^2> at {temp:.0f} K = {value:.4f} units^2")
for shift in (-0.02, 0.02):
    value = msq_formula(e, C + shift, kT)
    print(f"C shifted by {shift:+.2f} eV: <n^2> = {value:.4f} units^2,"
          f" change {pct(value):+.1f} %")
print(f"neighbour distance = {width} units = {width*b:.1f} nm")
print(f"free wandering reaches it after {collision:.0f} nm")
print(f"walls only: <n^2> = {wall:.4f} units^2, change {pct(wall):+.2f} %")
print(f"walls only: rms step position = {wall_rms:.2f} nm")
print(f"elastic strength Lambda = {strength:.2f} eV/nm")
print(f"walls + elastic: <n^2> = {elast:.4f} units^2,"
      f" change {pct(elast):+.2f} %")
print(f"walls + elastic: rms step position = {elast_rms:.2f} nm")
print(f"trial energy of adjacent opposite kinks = +-{J:.2f} eV")
print(f"repulsive: <n^2> = {rep_single:.4f} units^2,"
      f" change {pct(rep_single):+.1f} %")
print(f"repulsive: wandering per column = {rep_total:.4f} units^2,"
      f" change {pct(rep_total):+.1f} %")
print(f"attractive: <n^2> = {att_single:.4f} units^2,"
      f" change {pct(att_single):+.1f} %")
print(f"attractive: wandering per column = {att_total:.4f} units^2,"
      f" change {pct(att_total):+.1f} %")
print(f"edge energy per column e_p = {e_p:.2f} eV, g = {g:.5f}")
print(f"overhang addition = {over:.4f} units^2, {100*over/msq:.2f} %")
print("checks complete")
```

Printed output:

```
largest relative error, formula vs sum: 1.1e-15
T = 850 K, kT = 0.07325 eV
e = 0.050 eV per unit, C = 0.080 eV per kink
column spacing a = 0.77 nm, kink unit b = 0.77 nm
z = 0.5053, c = 0.3355 (no unit)
partition sum per column Z = 1.6853
fraction of columns with a kink p = 0.4066
mean length of kinks present = 2.0214 units
mean-square length of kinks present = 6.1507 units^2
mean-square kink length <n^2> = 2.5011 units^2
the same in length squared = 1.4829 nm^2
rms jump per column = 1.2177 nm
three-column enumeration / 3 = 2.5011 units^2
stiffness, formula = 0.03803 eV/nm
stiffness, long-step free energy = 0.03803 eV/nm
rms wandering over 100 nm = 13.88 nm
<n^2> with C = 0: 4.1293 units^2
apparent e if C is ignored = 0.0635 eV per unit
d<n^2>/dC = -20.26 units^2/eV
<n^2> at 750 K = 1.6715 units^2
<n^2> at 850 K = 2.5011 units^2
<n^2> at 950 K = 3.4865 units^2
C shifted by -0.02 eV: <n^2> = 2.9143 units^2, change +16.5 %
C shifted by +0.02 eV: <n^2> = 2.1083 units^2, change -15.7 %
neighbour distance = 20 units = 15.4 nm
free wandering reaches it after 123 nm
walls only: <n^2> = 2.3563 units^2, change -5.79 %
walls only: rms step position = 5.84 nm
elastic strength Lambda = 0.05 eV/nm
walls + elastic: <n^2> = 2.0301 units^2, change -18.83 %
walls + elastic: rms step position = 2.69 nm
trial energy of adjacent opposite kinks = +-0.02 eV
repulsive: <n^2> = 2.3590 units^2, change -5.7 %
repulsive: wandering per column = 2.5224 units^2, change +0.8 %
attractive: <n^2> = 2.6936 units^2, change +7.7 %
attractive: wandering per column = 2.4842 units^2, change -0.7 %
edge energy per column e_p = 0.20 eV, g = 0.00425
overhang addition = 0.0204 units^2, 0.82 %
checks complete
```
